# Lucovsky's photoionisation spectrum of a deep level and its threshold exponent, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the delta well to the spectrum

### 1. The one-dimensional case

Let an electron of mass \(m\) move on a line and be bound by an attractive delta potential at \(x=0\). Away from the origin it is free, so a bound state of energy \(-E_i\) must decay exponentially on both sides:

\[
\psi(x)=\sqrt{\kappa}\,e^{-\kappa|x|},\qquad E_i=\frac{\hbar^2\kappa^2}{2m}.
\]

The prefactor normalises it, because \(\int e^{-2\kappa|x|}dx=1/\kappa\). Light with its electric field along the line couples this state to others through the operator \(x\). The bound state is even and \(x\) is odd, so the final state must be odd. An odd function vanishes at the origin and does not feel the delta potential. The final states are therefore free sine waves. In a periodic box of length \(L\) they are \(\sqrt{2/L}\,\sin kx\) with \(k=2\pi j/L\), \(j=1,2,\dots\), and the matrix element is

\[
x_k=\sqrt{\frac{2\kappa}{L}}\;2\int_0^\infty x\,e^{-\kappa x}\sin kx\,dx
=\sqrt{\frac{2\kappa}{L}}\;\frac{4\kappa k}{(k^2+\kappa^2)^2}.
\]

The integral is minus the \(\kappa\)-derivative of \(\int_0^\infty e^{-\kappa x}\sin kx\,dx=k/(k^2+\kappa^2)\).

Near threshold, where \(k\to0\), the squared matrix element goes as \(k^2\). The number of odd states per unit energy is \((L/2\pi)\,dk/dE\), which goes as \(1/k\). The product goes as \(k\), that is, as the square root of the excess energy.

In three dimensions the same two factors appear. The dipole factor is again \(k^2\), but the density of states goes as \(k\) instead of \(1/k\). The product is \(k^3\), and the excess energy enters with the power \(3/2\).

### 2. The model in three dimensions

The centre holds one electron at an energy \(E_i\) below the edge of a band. In that band the electron has energy \(E_k=\hbar^2k^2/2m\) above the edge, where \(m\) is now the effective mass. The following is assumed.

- The bound state is described by an s-like envelope built from the same band as the final states, with the same mass.
- The attraction has zero range, and the centre left behind is neutral.
- The final states are empty, the lattice is rigid, and the light is weak and has a wavelength much larger than the bound state.

The cross-section \(\sigma\) is defined per electron: the ionisation rate is \(\sigma\) times the photon flux inside the material. If \(g\) equivalent electrons can be excited, the rate of the centre is \(g\) times larger.

### 3. What a delta potential means in three dimensions

A three-dimensional delta potential has to be defined as a limit. Take a spherical well of radius \(a\) and depth \(V_0\), and write the s-wave as \(\psi=u(r)/(\sqrt{4\pi}\,r)\). The function \(u\) obeys the one-dimensional equation with \(u(0)=0\), so that

\[
u\propto\sin qr\ \ (r<a),\qquad u\propto e^{-\kappa r}\ \ (r>a),\qquad
\frac{\hbar^2q^2}{2m}=V_0-E_i .
\]

Continuity of \(u'/u\) at \(r=a\) requires

\[
q\cot qa=-\kappa .
\]

Now let \(a\to0\) and deepen the well so that \(\kappa\) stays fixed. Then \(\cot qa=-\kappa/q\to0\), and for the lowest state \(qa\to\pi/2\). All that survives of the well is the boundary condition \(u'/u=-\kappa\) at \(r=0\). The bound state is

\[
\psi(r)=\sqrt{\frac{\kappa}{2\pi}}\;\frac{e^{-\kappa r}}{r}.
\]

Its norm is \((\kappa/2\pi)\,4\pi\int_0^\infty e^{-2\kappa r}dr=1\). The wavefunction diverges at the origin, but so weakly that the norm is finite.

The p-waves do not feel the well in this limit. Just outside it, a p-wave has the form \(u=Ar^2+B/r\). Let \(\ell\) be the value of \(a\,u'/u\) at \(r=a\), as fixed by the solution inside. Matching gives

\[
\ell=\frac{2Aa^2-B/a}{Aa^2+B/a}
\quad\Rightarrow\quad
\frac{B}{A}=a^3\,\frac{2-\ell}{1+\ell}.
\]

Inside, the p-wave is \(u\propto\sin y/y-\cos y\) with \(y=Qr\), where \(Q\) is the wavenumber inside. In the limit \(Qa\to\pi/2\), the function has the value \(2/\pi\) there and its derivative in \(y\) is \(1-4/\pi^2\). Hence \(\ell=(\pi/2)(1-4/\pi^2)/(2/\pi)=\pi^2/4-1\approx1.47\). The denominator \(1+\ell\) is not zero, so \(B/A\) vanishes as \(a^3\), and the free p-wave remains.

### 4. The final states and the matrix element

Choose the \(z\)-axis along the electric field. Since \(\psi\) is spherically symmetric, \(z\psi\) is a pure p-function. A true final state consists of a plane wave plus a change in its s-part caused by the well. That s-part has no overlap with \(z\psi\). The plane wave therefore gives the same matrix element as the true final state.

With plane waves \(V^{-1/2}e^{i\mathbf k\cdot\mathbf r}\) in a volume \(V\), we need the Fourier transform of the bound state. The angular integral of \(e^{-i\mathbf k\cdot\mathbf r}\) is \(4\pi\sin(kr)/(kr)\), so

\[
\tilde\psi(k)=\sqrt{\frac{\kappa}{2\pi}}\;\frac{4\pi}{k}\int_0^\infty e^{-\kappa r}\sin kr\,dr
=\frac{\sqrt{8\pi\kappa}}{k^2+\kappa^2}.
\]

The prefactor follows from \(16\pi^2\kappa/2\pi=8\pi\kappa\). A factor \(z\) under the Fourier integral is produced by \(i\,\partial/\partial k_z\):

\[
z_{\mathbf k}=\frac{i}{\sqrt V}\frac{\partial\tilde\psi}{\partial k_z}
=-\frac{i}{\sqrt V}\,\frac{2k_z\sqrt{8\pi\kappa}}{(k^2+\kappa^2)^2},
\qquad
|z_{\mathbf k}|^2=\frac{32\pi\kappa\,k_z^2}{V\,(k^2+\kappa^2)^4}.
\]

### 5. The transition rate

The electron has charge \(-e\). In a local field \(F_{\rm loc}\cos\omega t\) along \(z\), its extra energy is \(eF_{\rm loc}\,z\cos\omega t\). The cosine is half the sum of \(e^{-i\omega t}\) and \(e^{i\omega t}\). The first part raises the electron by \(\hbar\omega\). The second is far from resonance and is dropped. To first order in the field, the amplitude of a final state is

\[
c_{\mathbf k}(t)=-\frac{i}{\hbar}\,\frac{eF_{\rm loc}z_{\mathbf k}}{2}\int_0^t e^{i\Delta t'}dt',
\qquad \hbar\Delta=E_k+E_i-\hbar\omega ,
\]

and its probability is

\[
|c_{\mathbf k}|^2=\frac{e^2F_{\rm loc}^2|z_{\mathbf k}|^2}{4\hbar^2}\;\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.
\]

As a function of \(\Delta\), the last factor is a peak of width about \(1/t\) and area \(2\pi t\). Once \(\hbar/t\) is small compared with \(\hbar\omega-E_i\), it acts as \(2\pi t\,\delta(\Delta)=2\pi\hbar t\,\delta(\hbar\Delta)\). The rate is then

\[
W=\frac{2\pi}{\hbar}\,\frac{e^2F_{\rm loc}^2}{4}\,S,\qquad
S=\sum_{\mathbf k}|z_{\mathbf k}|^2\,\delta(E_k+E_i-\hbar\omega).
\]

The dipole operator does not act on spin. The electron keeps its spin, and the sum runs over one spin direction.

### 6. From rate to cross-section

In a weakly absorbing, non-magnetic medium of refractive index \(n\), a wave of field amplitude \(F\) carries the mean intensity \(\tfrac12 n\varepsilon_0cF^2\). The photon flux is this intensity divided by \(\hbar\omega\). Therefore

\[
\sigma=\frac{W}{\Phi}
=\frac{2\pi}{\hbar}\,\frac{e^2F_{\rm loc}^2}{4}\,S\;\frac{2\hbar\omega}{n\varepsilon_0cF^2}
=\frac{\pi e^2\omega}{n\varepsilon_0c}\left(\frac{F_{\rm loc}}{F}\right)^2S .
\]

The fine-structure constant is \(\alpha=e^2/(4\pi\varepsilon_0\hbar c)\), so \(e^2/(\varepsilon_0c)=4\pi\alpha\hbar\), and

\[
\sigma=\frac{4\pi^2\alpha\,\hbar\omega}{n}\left(\frac{F_{\rm loc}}{F}\right)^2S .
\]

### 7. The sum over final states

Replace the sum by \(V/(2\pi)^3\int d^3k\). The volume cancels. The angular integral of \(k_z^2\) is \(4\pi k^2/3\), which leaves

\[
S=\frac{32\pi\kappa}{8\pi^3}\,\frac{4\pi}{3}\int_0^\infty\frac{k^4\,dk}{(k^2+\kappa^2)^4}\,\delta(E_k+E_i-\hbar\omega).
\]

The numerical factor is \(16/(3\pi)\). From \(E_k=\hbar^2k^2/2m\) we have \(dk=m\,dE_k/(\hbar^2k)\), so the delta function gives

\[
S=\frac{16}{3\pi}\,\frac{m}{\hbar^2}\,\frac{\kappa k^3}{(k^2+\kappa^2)^4}
\quad\text{at}\quad E_k=\hbar\omega-E_i .
\]

Energies now replace wavenumbers:

\[
k^2+\kappa^2=\frac{2m}{\hbar^2}\hbar\omega,\qquad
\kappa k^3=\left(\frac{2m}{\hbar^2}\right)^2E_i^{1/2}(\hbar\omega-E_i)^{3/2}.
\]

Two of the four powers of \(2m/\hbar^2\) in the denominator cancel. The remaining constants are \((m/\hbar^2)(\hbar^2/2m)^2=\hbar^2/4m\), and

\[
S=\frac{4\hbar^2}{3\pi m}\,\frac{E_i^{1/2}(\hbar\omega-E_i)^{3/2}}{(\hbar\omega)^4}.
\]

Insertion into the cross-section gives Lucovsky's spectrum:

\[
\boxed{\;\sigma(\hbar\omega)=\left(\frac{F_{\rm loc}}{F}\right)^2\frac{16\pi\alpha\hbar^2}{3nm}\;
\frac{E_i^{1/2}(\hbar\omega-E_i)^{3/2}}{(\hbar\omega)^3}\;}
\qquad \hbar\omega>E_i .
\]

Below \(E_i\) the delta function has no solution and \(\sigma=0\). The result does not depend on the direction of polarisation, because the bound state is spherical and the band isotropic.

The golden rule, and the algebra that turns the rate into \(\sigma\), were tested by following the bound state in time under the cosine field, with both exponentials kept. Only the coupling between the bound state and the continuum was included, not the coupling among continuum states. In units where \(\hbar=m=e=\kappa=1\), with \(n=1\), \(\hbar\omega=2E_i\) and field amplitude 0.05, the decay rate between 8 and 40 periods of the light agreed with \(\sigma\Phi\) to better than 0.05%.

### 8. The threshold exponent

The exponent \(3/2\) is a limiting slope. On logarithmic axes the slope at a finite excess energy is

\[
\frac{d\ln\sigma}{d\ln(\hbar\omega-E_i)}=\frac32-\frac{3(\hbar\omega-E_i)}{\hbar\omega},
\]

where the second term comes from the factor \((\hbar\omega)^{-3}\). For \(E_i=0.55\) eV the slope is 1.45 at 0.56 eV, 1.25 at 0.60 eV and 0.86 at 0.70 eV. A power law fitted to data that start 0.05 eV above threshold will not show \(3/2\), even if the model holds.

### 9. Peak and area

Set \(x=\hbar\omega/E_i\). The spectrum is proportional to \((x-1)^{3/2}/x^3\), and its logarithmic derivative vanishes when

\[
\frac{3}{2(x-1)}=\frac3x\quad\Rightarrow\quad x=2 .
\]

The peak lies at twice the ionisation energy. There the energy factor equals \(E_i^2/(8E_i^3)\), so with \(F_{\rm loc}=F\)

\[
\sigma_{\max}=\frac{2\pi\alpha\hbar^2}{3nmE_i}.
\]

A deeper level has a smaller peak. Its wavefunction is more compact and its squared dipole falls as \(1/E_i\), but the larger photon energy makes up for this, and the area under the spectrum does not depend on \(E_i\), as shown next. The same area is spread over a width proportional to \(E_i\), and so the peak falls as \(1/E_i\).

For the area, put \(s=1/x\):

\[
\int_1^\infty\frac{(x-1)^{3/2}}{x^3}dx=\int_0^1 s^{-1/2}(1-s)^{3/2}ds
=\frac{\Gamma(\frac12)\Gamma(\frac52)}{\Gamma(3)}=\frac{3\pi}{8}.
\]

The powers of \(E_i\) cancel, and

\[
\int\sigma\,d(\hbar\omega)=\frac{16\pi\alpha\hbar^2}{3nm}\,\frac{3\pi}{8}=\frac{2\pi^2\alpha\hbar^2}{nm}.
\]

An independent argument gives the same area. With \(H\) the Hamiltonian, \([H,z]=-i\hbar p_z/m\) and hence \([z,[H,z]]=\hbar^2/m\). The expectation value of the double commutator in the bound state is \(2\sum_f(E_f+E_i)|z_f|^2\), where \(f\) runs over all final states. The centre has one bound state, so all of them lie in the continuum, and

\[
\int\hbar\omega\,S\,d(\hbar\omega)=\frac{\hbar^2}{2m}.
\]

Multiplication by \(4\pi^2\alpha/n\) reproduces the area. This confirms the normalisation of the bound state, the matrix element and the density of states together.

## Second half: silicon, other exponents and measured thresholds

### 10. Symbols and results carried over

A level of depth \(E_i=\hbar^2\kappa^2/2m\) is ionised by photons of energy \(\hbar\omega\) into a band of mass \(m\), in a medium of refractive index \(n\). The envelope of the bound state is proportional to \(e^{-\kappa r}/r\), and its Fourier transform to \(1/(k^2+\kappa^2)\). With the local field equal to the mean field, the cross-section per electron is

\[
\sigma=\frac{16\pi\alpha\hbar^2}{3nm}\,\frac{E_i^{1/2}(\hbar\omega-E_i)^{3/2}}{(\hbar\omega)^3},
\qquad
\sigma_{\max}=\frac{2\pi\alpha\hbar^2}{3nmE_i}\ \text{ at }\ \hbar\omega=2E_i .
\]

Here \(\alpha\) is the fine-structure constant.

### 11. Ellipsoidal valleys

The conduction band of silicon has six equivalent valleys. In each, the mass is \(m_l\) along the valley axis and \(m_t\) across it. For one valley write

\[
E_{\mathbf k}=\sum_i\frac{\hbar^2k_i^2}{2m_i},\qquad M=(m_1m_2m_3)^{1/3}.
\]

Introduce scaled variables by \(k_i=q_i\sqrt{m_i/M}\) and \(x_i=s_i\sqrt{M/m_i}\). Then \(\mathbf k\cdot\mathbf r=\mathbf q\cdot\mathbf s\), the band energy becomes \(\hbar^2q^2/2M\), and volumes are unchanged because the product of the scale factors is one. With a zero-range well, the problem in the scaled variables is the isotropic one with mass \(M\). The dipole operator alone remembers the scaling: \(x_i=\sqrt{M/m_i}\,s_i\). For light polarised along axis \(i\), therefore,

\[
\sigma_i=\frac{M}{m_i}\,\sigma(\text{mass }M)=\sigma(\text{mass }m_i),
\]

since \(\sigma\) is proportional to the inverse mass.

Let the bound state have equal weight \(1/6\) in all valleys, and neglect dipole transitions between valleys. Light polarised along a cube axis sees \(m_l\) in two valleys and \(m_t\) in four, so the mass to be used is the conductivity mass \(m_c\):

\[
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\]

Within this model the anisotropy changes the magnitude but not the shape. The formulas for \(m_l\), \(m_t\) and \(m_c\) were tested at \(\hbar\omega=0.90\) eV against a direct integration over the ellipsoidal energy surface, and agreed to better than one part in \(10^5\).

### 12. When the exponent is not 3/2

**A short-range core of finite size.** Let the well have a small radius \(a\). Near threshold the p-wave at small \(r\) is still suppressed by the centrifugal barrier, unless the well happens to have a p-resonance at zero energy. The exponent remains \(3/2\). For \(\kappa a=0.258\), the slope computed between excess energies of \(10^{-4}E_i\) and \(2\times10^{-4}E_i\) is 1.4996.

The magnitude does change. Keep the outer function \(u=e^{-\kappa r}\) fixed. In the delta limit its norm integral is \(1/2\kappa\). The finite well replaces the part inside \(a\), worth about \(a\), by \(\int_0^a\sin^2(\pi r/2a)\,dr=a/2\). The norm integral falls to \((1-\kappa a)/2\kappa\), and after normalisation the cross-section rises by the relative amount \(\kappa a\), to first order. The computed rises at \(\hbar\omega=2E_i\) are 0.01006 for \(\kappa a=0.01\) and 0.00100 for \(\kappa a=0.001\).

So far the text has derived Lucovsky's spectrum for a neutral zero-range centre, extended it to silicon's ellipsoidal valleys, and shown that a small short-range core keeps the threshold exponent at \(3/2\) unless there is a p-resonance at zero energy. What remains is to treat charged cores and dipoles carried by the Bloch functions, then to apply the model to the gold acceptor in silicon and examine how far its threshold and magnitude can be trusted.
